# Gap-Tuned Hybrid Functionals and Defect Levels: Two Conditions, Two Mixing Fractions

**Q:** I choose the exact-exchange fraction $\alpha$ of my hybrid functional so that the host gap comes out right. The defect level lies inside that gap and is computed with the same functional. Isn't the level then right as well?

**A:** That does not follow. The gap is one number, the difference of two band energies, and the band states extend over the whole crystal. A deep defect level is the energy of adding one whole electron to one localized orbital. Changing $\alpha$ acts on both, but not necessarily by the same amount. To settle it we need a case where the correct answers are known.

**Q:** Which case would be simple enough to solve and still contain the physics?

**A:** A lattice of localized orbitals with no hopping. Formulas are in Hartree atomic units, numerical energies in eV.

The host is a simple cubic lattice of neutral cells with spacing $a$. All electrons, including added ones, are restricted to the same spin, so no orbital can hold two. Each cell has one electron in an s-type Gaussian orbital $v$ whose one-electron energy is zero. Above it, at one-electron energy $\Delta$, lies an empty p-type triplet $c$ of the same width $\sigma_h$. The density of $v$ is

$$g(r)=\frac{e^{-r^2/\sigma_h^2}}{\pi^{3/2}\sigma_h^3},\qquad \phi_c=\frac{\sqrt2\,z}{\sigma_h}\,\phi_v .$$

The defect replaces one cell. It has a single Gaussian orbital of width $\sigma_d$ and one-electron energy $e_d$, and it is neutral when empty. Overlap between cells, coupling between induced dipoles, correlation within a cell and motion of the atoms are left out, so the levels are vertical ones. "Exact" below means exact for this model, with the surroundings in linear response.

**Q:** What Coulomb energies does it need?

**A:** Three for the host. Two densities $g$ with centres a distance $R$ apart interact with energy

$$F(R)=\frac{\operatorname{erf}(R/\sqrt2\sigma_h)}{R}=J\left(1-\frac{R^2}{6\sigma_h^2}+\dots\right),\qquad J=\frac{\sqrt{2/\pi}}{\sigma_h}.$$

So $J$ is the self-Coulomb energy of $v$, and $F_{zz}(0)=-J/(3\sigma_h^2)$. The other two follow by writing the p-type densities as derivatives of $g$:

$$\phi_v\phi_c=-\frac{\sigma_h}{\sqrt2}\,\partial_z g,\qquad \phi_c^2=g+\frac{\sigma_h^2}{2}\,\partial_z^2 g .$$

In the exchange integral the two derivatives act on opposite ends of the separation, which gives a minus sign; in the direct integral both act on the same end:

$$K_{vc}=-\frac{\sigma_h^2}{2}F_{zz}(0)=\frac J6,\qquad J_{vc}=J+\frac{\sigma_h^2}{2}F_{zz}(0)=\frac{5J}{6}.$$

The defect orbital has self-Coulomb energy $U=\sqrt{2/\pi}/\sigma_d$, so a compact orbital has a large $U$.

**Q:** And screening? A real host responds to an added charge.

**A:** Each neutral cell polarizes. A field $\mathcal E$ mixes $v$ with $c$ through the dipole element $\langle v|z|c\rangle=(\sqrt2/\sigma_h)\langle z^2\rangle=\sigma_h/\sqrt2$, because $\langle z^2\rangle=\sigma_h^2/2$ in $g$. Second-order perturbation theory lowers the cell energy by $\sigma_h^2\mathcal E^2/(2\Delta)$. A unit charge produces $\mathcal E=1/R^2$, and summing over the other cells gives the polarization energy

$$P=\frac{\sigma_h^2}{2\Delta a^4}\,S,\qquad S=\sum_{\mathbf n\neq0}\frac1{|\mathbf n|^4}=16.53 .$$

Every added charge $q$ is treated as a point charge when it polarizes the other cells, and gains $Pq^2$. I give every functional this same response. Real functionals differ in their polarizabilities; removing that difference isolates the effect of exchange.

**Q:** What are the exact gap and the exact defect level?

**A:** Without hopping the charge of each cell is conserved, so we only add energies. Removing an electron from $v$ costs nothing at the one-electron level, and the surroundings then gain $P$. Hence $E(N-1)=E(N)-P$, and the valence edge is $E_v=E(N)-E(N-1)=P$. Adding an electron to $c$ costs $\Delta+J_{vc}-K_{vc}=\Delta+2J/3$, less $P$:

$$E_v=P,\qquad E_c=\Delta+\tfrac23J-P,\qquad E_g=\Delta+\tfrac23J-2P .$$

This is the gap for a single spin direction. An electron of opposite spin in $v$ would cost $J-P$, which is less than $E_c$ for the parameters used below, but the model excludes it.

Filling the defect costs $e_d-P$, so its level lies $e_d-2P$ above the valence edge.

**Q:** Now put in the hybrid. What gap does it give?

**A:** The hybrid has the full Hartree energy, a fraction $\alpha$ of Fock exchange and $1-\alpha$ of local spin-density (LSDA) exchange. For one spin direction the latter is $E_x=-\frac34(6/\pi)^{1/3}\int n^{4/3}$. With

$$\int g^{4/3}d^3r=\frac{(3\pi\sigma_h^2/4)^{3/2}}{(\pi^{3/2}\sigma_h^3)^{4/3}}=\frac{(3/4)^{3/2}}{\sqrt\pi\,\sigma_h}$$

and $J/2=1/(\sqrt{2\pi}\,\sigma_h)$, one electron in $v$ has

$$E_x=-\frac{sJ}{2},\qquad s=\sqrt2\left(\tfrac34\right)^{5/2}\left(\tfrac6\pi\right)^{1/3}=0.8547 .$$

Exact exchange would be $-J/2$. LSDA therefore recovers a fraction $s$ of it, whatever the width.

The LSDA potential is proportional to $n^{1/3}$, so its expectation value in $v$ is $\frac43E_x=-2sJ/3$. In $c$ the integrand has the extra factor $2z^2/\sigma_h^2$. Its average over $g^{4/3}$ is $3/4$, since there $\langle z^2\rangle=3\sigma_h^2/8$, and the result is $-sJ/2$. Adding Hartree, LSDA and Fock parts,

$$\varepsilon_v=J-(1-\alpha)\tfrac{2s}3J-\alpha J=(1-\alpha)J\left(1-\tfrac{2s}3\right),$$

$$\varepsilon_c=\Delta+\tfrac56J-(1-\alpha)\tfrac s2J-\tfrac\alpha6J .$$

Write $-\alpha/6=-1/6+(1-\alpha)/6$ and subtract. The factor of $(1-\alpha)J$ becomes $\frac16-\frac s2-1+\frac{2s}3=-\frac{5-s}6$, so

$$\varepsilon_c-\varepsilon_v=\Delta+\tfrac23J-(1-\alpha)\frac{J(5-s)}6 .$$

**Q:** Why is there no $P$ in the hybrid gap? You said every functional has the same polarization.

**A:** Because a band calculation describes a carrier that is spread out. Put a hole and an electron each over $M$ distant cells, with charge $x=1/M$ per cell. Let $E(n_v,n_c)$ be the hybrid energy of a cell without its surroundings. The gap from total energies is

$$M\left[E(1-x,0)+E(1,x)-2E(1,0)\right]-2M\,P x^2 .$$

The bracket expands to $x(\varepsilon_c-\varepsilon_v)+O(x^2)$. Multiplication by $M$ leaves the eigenvalue gap plus terms of order $1/M$, and the polarization term is $-2P/M$. Both corrections vanish for large $M$. If the charged cells are adjacent instead of distant, their mutual Coulomb energy and joint field add terms that fall only as the inverse edge length of the charged region, but these vanish for a large crystal too. Without hopping, the spread state need not be the hybrid's lowest one. For the parameters used below, at the gap-tuned fraction, an added electron gains 0.32 eV by localizing in one cell while a hole stays spread, so the lowest-energy gap would be 5.82 eV instead of 6.14 eV. The band edges used here are those of the spread state, as in a band calculation.

In the exact state a spread carrier is a superposition of configurations. Each has the whole charge in one cell and the surroundings polarized around it, so $P$ survives. The mean-field hybrid sees only small average charges, and a reduced $\alpha$ has to stand in for the missing $2P$.

**Q:** Then fitting the gap fixes $\alpha$ through the screening?

**A:** Yes. Equating the hybrid and exact gaps requires $(1-\alpha)J(5-s)/6=2P$, or

$$1-\alpha_G=\frac{12P}{J(5-s)} .$$

This fixes the difference of the edges, not their positions. The valence-edge error is

$$\varepsilon_v-P=P\left[\frac{4(3-2s)}{5-s}-1\right]=\frac{7(1-s)}{5-s}\,P,$$

and the conduction edge has the same error, since the gap is right.

**Q:** What should the same functional satisfy for the defect?

**A:** Let the defect occupation be a fraction $f$. An exact ensemble with fractional electron number mixes the two integer states, so its energy is a straight line between $f=0$ and $f=1$. This is piecewise linearity. Its slope is the level, and the occupied eigenvalue, which is $dE/df$ at $f=1$, must equal $E(1)-E(0)$.

In the hybrid, Hartree and Fock energies scale as $f^2$, LSDA exchange as $f^{4/3}$, and polarization as $f^2$ because the defect charge has magnitude $f$:

$$E(f)=e_df+(1-\alpha)\frac U2\left(f^2-s f^{4/3}\right)-Pf^2 .$$

Here $P$ does survive: there is one defect orbital, and its charge cannot be spread over many cells. The two quantities to compare are

$$E'(1)=e_d+(1-\alpha)U\left(1-\tfrac{2s}3\right)-2P,$$

$$E(1)-E(0)=e_d+(1-\alpha)\frac{U(1-s)}2-P .$$

In their difference the factor of $(1-\alpha)U$ is $1-\frac{2s}3-\frac12+\frac s2=\frac{3-s}6$:

$$E'(1)-[E(1)-E(0)]=(1-\alpha)\frac{U(3-s)}6-P .$$

Setting this to zero gives

$$1-\alpha_K=\frac{6P}{U(3-s)} .$$

**Q:** The two formulas look alike. Is the disagreement just an artefact of LSDA?

**A:** Scale the LSDA exchange up until $s=1$, so that it is correct for one full electron. Then

$$1-\alpha_G=\frac{3P}{J},\qquad 1-\alpha_K=\frac{3P}{U}.$$

The prefactors agree and the fractions still differ whenever $U\neq J$. What each condition measures is the polarization energy relative to the bare self-Coulomb energy of the orbital concerned. A compact defect orbital has a larger $U$ for the same $P$, so a smaller part of its self-interaction is screened and it needs more exact exchange.

Without screening, $P=0$, both conditions return $\alpha=1$ for any $s$. If the defect's surroundings polarize differently from the host's, $P$ in $\alpha_K$ becomes the local value, which is a second source of disagreement.

**Q:** Does equality at the filled end make the whole line straight?

**A:** No. Near $f=0$ the LSDA part of the slope varies as $f^{1/3}$, and $E'(0)=e_d$ for every $\alpha$. At $\alpha_K$ the slope at the empty end exceeds $E(1)-E(0)$ by

$$P-\frac{3P(1-s)}{3-s}=\frac{2s}{3-s}\,P .$$

A second criterion shows whether the conclusion depends on the chosen end. Require the deviation from the chord, $E(f)-fE(1)$, to average to zero over $0<f<1$. Using $\int_0^1(f^2-f)\,df=-\frac16$ and $\int_0^1(f^{4/3}-f)\,df=-\frac1{14}$,

$$(1-\alpha)\frac U2\left(-\frac16+\frac s{14}\right)+\frac P6=0
\quad\Rightarrow\quad 1-\alpha_M=\frac{14P}{U(7-3s)} .$$

**Q:** Show me numbers. How far apart are the fractions?

**A:** Take round model parameters: $\sigma_h=2$ bohr, $a=7$ bohr, $\Delta=4$ eV, $e_d=8$ eV. They give $J=10.856$ eV and $P=2.549$ eV. Diagonalizing each cell in a uniform field, equal to the field of a unit charge at the cell's centre, gives 98.3% of the linear-response polarization energy within a block of $13\times13\times13$ cells, and 98.5% for the infinite lattice. Higher orders in this uniform field are therefore small. Two effects the model leaves out are larger. With the full $1/r$ potential across each cell, $P$ rises by 2% for a hole and falls by 5% for an electron; the fractions below then become $\alpha_G=0.33$ and $\alpha_K=0.59$ and $0.29$. Coupling between the induced dipoles, treated as point dipoles, lowers $P$ to 1.65 eV and gives $\alpha_G=0.56$ and $\alpha_K=0.70$ and $0.49$. The order of the fractions survives in both cases, but the values below belong to the uncoupled, linear model only. The exact gap is $4+\frac23(10.856)-2(2.549)=6.14$ eV, and the exact level lies $8-2(2.549)=2.90$ eV above the valence edge.

The hybrid gap runs from 3.74 eV at $\alpha=0$ to 11.24 eV at $\alpha=1$. The gap condition selects

$$\alpha_G=1-\frac{12(2.549)}{10.856\,(5-0.8547)}=0.320 .$$

For a compact defect with $\sigma_d=1.4$ bohr, $U=15.508$ eV and

$$\alpha_K=1-\frac{6(2.549)}{15.508\,(3-0.8547)}=0.540,\qquad \alpha_M=0.481 .$$

For a diffuse one with $\sigma_d=2.4$ bohr, $U=9.046$ eV, $\alpha_K=0.212$ and $\alpha_M=0.111$. The two linearity criteria differ from each other, but both lie above $\alpha_G$ for the compact defect and below it for the diffuse one. One host therefore contains two defects that ask for opposite corrections to the gap-tuned fraction. For a defect close in size to the host orbital the direction depends on the criterion: between $\sigma_d=1.83$ and 2.07 bohr, $\alpha_K$ lies above $\alpha_G$ and $\alpha_M$ below it.

**Q:** A different fraction need not matter much. What happens to the level if I stay at $\alpha_G$?

**A:** It depends on which level you read. Insert $1-\alpha_G$ into the difference between eigenvalue and total-energy difference:

$$E'(1)-[E(1)-E(0)]=P\left[\frac{2U(3-s)}{J(5-s)}-1\right].$$

For the compact defect the bracket is $1.479-1=0.479$, so the eigenvalue lies 1.22 eV above the total-energy difference. For the diffuse defect it lies 0.35 eV below.

Measured from the hybrid's own valence edge, and compared with the exact 2.90 eV, the occupied eigenvalue gives 4.26 eV for the compact defect and 2.37 eV for the diffuse one. The errors are $+1.36$ and $-0.53$ eV, with the gap correct in both cases.

**Q:** I would use total energies. Do they rescue the gap-tuned functional?

**A:** For these two defects they do much better. Subtract the hybrid edge from $E(1)-E(0)$ and compare with $e_d-2P$:

$$\delta=(1-\alpha)\frac{U(1-s)}2-\left[(1-\alpha)J\left(1-\tfrac{2s}3\right)-P\right].$$

The first term is the error of the defect's total-energy difference, the bracket that of the valence edge. At $\alpha_G$ the compact defect has $0.766-0.625=0.14$ eV and the diffuse one $0.447-0.625=-0.18$ eV. The small values come from cancellation between two larger errors. The first term depends on the defect orbital and the second does not, so the cancellation varies from defect to defect.

In the limit $s=1$ both terms vanish at $\alpha_G$. The total-energy level is then exact in this model, while the eigenvalue still misses by $P(U/J-1)$. So the gap-tuned hybrid can give a good total-energy level, and the gap by itself does not tell you that it has.

**Q:** Then I should tune to linearity instead, and the level will be right?

**A:** Linearity is not sufficient either. At $\alpha_K$ the eigenvalue and the total-energy difference agree by construction, but they can agree on a wrong value. For the compact defect the gap becomes 7.79 eV and the valence edge falls to 2.15 eV, against the exact 2.55 eV. The level lies 3.82 eV above that edge, an error of $+0.92$ eV. For the diffuse defect the gap is 5.33 eV and the level error $-0.61$ eV. With total energies, the gap-tuned fraction does better for both defects.

The valence edge contributes $+0.40$ eV to this error for the compact defect and $-1.13$ eV for the diffuse one. If you replace the hybrid edge by the exact one, the first term of $\delta$ remains. At $\alpha_K$ it is

$$\frac{3(1-s)}{3-s}\,P=0.52\ \text{eV},$$

the same for both defects because $U$ has cancelled. It arises because LSDA exchange is wrong even for one full electron. Linearity constrains the shape of $E(f)$ between its end points, not the end points themselves.

**Q:** The curve at $\alpha_K$ isn't quite straight either. How large is that effect?

**A:** The largest deviation from the chord is 0.09 eV for both defects; at $\alpha_G$ it is 0.23 eV for the compact and 0.15 eV for the diffuse one. The equal values at $\alpha_K$ have a reason: there $(1-\alpha_K)U$ is a fixed multiple of $P$, so the deviation no longer depends on $U$.

A small deviation in energy does not mean a small deviation in slope. The formula for the empty end gives $2(0.8547)(2.549)/2.1453=2.03$ eV. In this model the empty eigenvalue is therefore a poor estimate of the level even at $\alpha_K$.

**Q:** Is there a defect for which my original procedure satisfies both conditions?

**A:** Equate $1-\alpha_G$ and $1-\alpha_K$. The polarization energy cancels, leaving $U/J=(5-s)/[2(3-s)]$. Since $U/J=\sigma_h/\sigma_d$,

$$\sigma_d=\sigma_h\,\frac{2(3-s)}{5-s}=2.07\ \text{bohr}.$$

The defect orbital must be slightly wider than the host orbital, by about 3.5%. Both conditions then select $\alpha=0.320$, and the remaining level error is the difference of the two terms in $\delta$:

$$\delta=P(1-s)\left[\frac3{3-s}-\frac7{5-s}\right]=-\frac{2P(1-s)(3-2s)}{(3-s)(5-s)}=-0.11\ \text{eV}.$$

Even both conditions together leave an error, though a small one here. It disappears at $s=1$.

**Q:** Can linearity always be reached by some $\alpha$ between 0 and 1?

**A:** Not in this model. The formula gives $\alpha_K<0$ when $U<6P/(3-s)$, which is 7.1 eV for these parameters. The orbital is then so diffuse that polarization outweighs the self-interaction left by LSDA, and $E'(1)$ lies below $E(1)-E(0)$ for every fraction from 0 to 1. Such an orbital, with $\sigma_d$ above 3.05 bohr, would also overlap its neighbours and hybridize with them, which the model leaves out. That neglect is an idealization already for the parameters used above: the overlap has magnitude 0.24 between neighbouring $c$ orbitals along their axis and 0.16 between the 2.4 bohr defect orbital and a neighbouring $c$.

**Q:** What should I change in my own calculations?

**A:** Treat the gap and the defect as separate checks. At the gap-tuned $\alpha$, compare the occupied defect eigenvalue with the total-energy difference at fixed geometry. In a periodic supercell, first correct both for the finite-size errors of charged states, which can themselves cause a disagreement. If the two still disagree, at most one of them is the level, and the disagreement alone does not say which. In this model the eigenvalue measured from the hybrid's own valence edge has the error $(1-\alpha)(1-\frac{2s}3)(U-J)$. This is large for the two defects above, but it vanishes by cancellation with the edge error when $U=J$, where the total-energy level at $\alpha_G$ is off by $-0.09$ eV. The sign of the disagreement tells you which way linearity at the filled end would move $\alpha$: in this model, upward if the occupied eigenvalue lies above the total-energy difference.

Do not then adopt the new $\alpha$ for everything, since it changes the gap and moves the band edges. Quote the total-energy level and state which band edge it is measured from and how that edge was obtained. If the level shifts appreciably between the two fractions, a single global $\alpha$ has not determined it. The size of the shift will differ from my numbers, which belong to a model without hopping, overlap, coupling between induced dipoles or atomic relaxation. The numerical output below lists the values for both defects.

## Table of computed values

```
host orbital width: 2.0 bohr
lattice spacing: 7.0 bohr
one-electron splitting Delta: 4.000 eV
defect one-electron energy e_d: 8.000 eV
LSDA/exact exchange ratio s: 0.8547
lattice sum of R^-4: 16.5323
host self-Coulomb J: 10.856 eV
polarization energy P: 2.549 eV
diagonalized/linear polarization: 0.9832
exact model gap: 6.139 eV
exact valence edge: 2.549 eV
exact defect level above valence edge: 2.901 eV
hybrid gap at alpha=0: 3.737 eV
hybrid gap at alpha=1: 11.237 eV
gap-tuned alpha_G: 0.3202
common edge error at alpha_G: 0.625 eV
gap at alpha_G, carrier over 1 cells: 5.906 eV
gap at alpha_G, carrier over 10 cells: 6.117 eV
gap at alpha_G, carrier over 100 cells: 6.136 eV
gap at alpha_G, carrier over 1000 cells: 6.138 eV
compact defect: width 1.4 bohr, U 15.508 eV
  alpha_K 0.5402, alpha_M 0.4812
  at alpha_G: gap 6.139 eV, valence edge 3.175 eV
    total-energy level above edge 3.042 eV, error 0.140 eV
    filled eigenvalue above edge 4.262 eV, error 1.361 eV
    eigenvalue minus total-energy difference 1.220 eV
    largest deviation from chord 0.230 eV
  at alpha_K: gap 7.789 eV, valence edge 2.147 eV
    total-energy level above edge 3.822 eV, error 0.920 eV
    filled eigenvalue above edge 3.822 eV, error 0.920 eV
    eigenvalue minus total-energy difference -0.000 eV
    largest deviation from chord 0.092 eV
diffuse defect: width 2.4 bohr, U 9.046 eV
  alpha_K 0.2119, alpha_M 0.1106
  at alpha_G: gap 6.139 eV, valence edge 3.175 eV
    total-energy level above edge 2.723 eV, error -0.179 eV
    filled eigenvalue above edge 2.372 eV, error -0.529 eV
    eigenvalue minus total-energy difference -0.350 eV
    largest deviation from chord 0.152 eV
  at alpha_K: gap 5.326 eV, valence edge 3.681 eV
    total-energy level above edge 2.288 eV, error -0.613 eV
    filled eigenvalue above edge 2.288 eV, error -0.613 eV
    eigenvalue minus total-energy difference 0.000 eV
    largest deviation from chord 0.092 eV
matching defect width: 2.070 bohr
alpha_K at matching width: 0.3202
level error at matching width: -0.107 eV
```
